# LUMO density on nitrogen in Hückel 1,4-diazabutadiene

## Problem

The pi system of 1,4-diazabutadiene is the four-atom chain N1=C2–C3=N4. In the Hückel model carbon has site energy $\alpha$, nitrogen has site energy $\alpha+0.5\beta$, and each pair of neighbours is coupled by the same energy $\beta<0$. Show that each nitrogen holds about 31 percent of the density of the lowest unoccupied molecular orbital (LUMO). Explain why the nitrogens hold more of it than the carbons, and decide what this says about reactivity.

The following conventions apply. The molecule is planar, and each atom supplies one p orbital $\phi_i$ perpendicular to the plane. These four orbitals are taken as orthonormal. Each atom also supplies one pi electron; the nitrogen lone pairs lie in the molecular plane and do not enter. A molecular orbital is $\psi=\sum_i c_i\phi_i$ with $\sum_i c_i^2=1$, and its density on atom $i$ means $c_i^2$, the share of one electron placed in that orbital. Energies are measured from $\alpha$ in units of $|\beta|$. The densities do not depend on the values of $\alpha$ and $\beta$, so neither is needed in eV.

## Hints

1. Write $E=\alpha+x\beta$. Because $\beta$ is negative, the largest $x$ belongs to the lowest energy.
2. The chain is unchanged when its ends are exchanged. Look for orbitals with coefficients $(a,b,b,a)$ and $(a,b,-b,-a)$. Each choice leaves two equations instead of four.
3. Count the pi electrons before deciding which level is the LUMO.
4. One row of the eigenvalue equation fixes $b/a$. Normalization then fixes $a^2$.
5. For the explanation, treat the two nitrogens as one unit and the two carbons as another. Which unit has the higher energy before they are coupled?

## Full solution

### The equations

The eigenvalue equation is $\sum_j H_{ij}c_j=Ec_i$. For N1 it reads

$$(\alpha+h\beta)c_1+\beta c_2=(\alpha+x\beta)c_1,\qquad h=0.5.$$

Subtracting $\alpha c_1$ and dividing by $\beta$ gives the first of the four rows below. The others follow in the same way:

$$\begin{aligned}
(h-x)c_1+c_2&=0,\\
c_1-xc_2+c_3&=0,\\
c_2-xc_3+c_4&=0,\\
c_3+(h-x)c_4&=0.
\end{aligned}$$

Exchanging atoms 1 with 4 and 2 with 3 turns this set into itself. The orbitals can therefore be chosen either symmetric or antisymmetric under the exchange.

For the symmetric choice $(a,b,b,a)$, the first two rows become

$$(h-x)a+b=0,\qquad a+(1-x)b=0.$$

The last two rows repeat them. The first gives $b=(x-h)a$. Here $a$ cannot vanish, since $b$ would then vanish too. Inserting $b$ in the second row and dividing by $a$,

$$1+(1-x)(x-h)=0
\quad\Longrightarrow\quad
x^2-(1+h)x+h-1=0.$$

With $h=1/2$ this is $x^2-\tfrac32x-\tfrac12=0$, so

$$x=\frac{\tfrac32\pm\sqrt{\tfrac94+2}}{2}=\frac{3\pm\sqrt{17}}{4}.$$

For the antisymmetric choice $(a,b,-b,-a)$, the first row is unchanged, but $c_3=-b$ changes the second:

$$(h-x)a+b=0,\qquad a-(1+x)b=0.$$

The same substitution gives

$$1-(1+x)(x-h)=0
\quad\Longrightarrow\quad
x^2+(1-h)x-h-1=0.$$

With $h=1/2$ this is $x^2+\tfrac12x-\tfrac32=0$, whose roots are

$$x=\frac{-\tfrac12\pm\sqrt{\tfrac14+6}}{2}=\frac{-\tfrac12\pm\tfrac52}{2},$$

that is, $x=1$ and $x=-\tfrac32$.

### Finding the LUMO

From the lowest energy upward, the levels are

$$x=1.7808,\quad 1.0000,\quad -0.2808,\quad -1.5000.$$

Four pi electrons fill the first two levels, with two electrons in each. The LUMO is the third level, which is symmetric:

$$x_L=\frac{3-\sqrt{17}}4=-0.2808.$$

Its energy is $0.2808\,|\beta|$ above $\alpha$. The highest occupied pi level (the HOMO of this model) lies $1.0000\,|\beta|$ below $\alpha$, so the gap is $1.2808\,|\beta|$.

### The density

The nitrogen row gives the ratio of carbon to nitrogen coefficients:

$$r=\frac ba=x_L-\frac12=\frac{1-\sqrt{17}}4=-0.7808.$$

The carbon row must also hold. Since $1-x_L=(1+\sqrt{17})/4$,

$$1+(1-x_L)r=1+\frac{(1+\sqrt{17})(1-\sqrt{17})}{16}
=1+\frac{1-17}{16}=0,$$

as required. Normalization over two nitrogens and two carbons says $2a^2+2b^2=1$, hence

$$p_N=a^2=\frac{1}{2(1+r^2)}.$$

To simplify this, first square the ratio:

$$r^2=\frac{18-2\sqrt{17}}{16}=\frac{9-\sqrt{17}}8,
\qquad 1+r^2=\frac{17-\sqrt{17}}8.$$

Then multiply numerator and denominator by $17+\sqrt{17}$:

$$p_N=\frac{4}{17-\sqrt{17}}
=\frac{4(17+\sqrt{17})}{289-17}
=\frac{17+\sqrt{17}}{68}
=\frac14\left(1+\frac1{\sqrt{17}}\right).$$

The numerical value is $p_N=0.3106$, which is the 31 percent to be shown. The two nitrogens together hold 62 percent. Each carbon holds the rest of its half of the molecule,

$$p_C=\frac12-p_N=\frac14\left(1-\frac1{\sqrt{17}}\right)=0.1894.$$

### Why nitrogen holds more than carbon

Form the normalized symmetric combinations

$$\chi_N=\frac{\phi_1+\phi_4}{\sqrt2},\qquad
\chi_C=\frac{\phi_2+\phi_3}{\sqrt2}.$$

The nitrogens are not coupled directly, so $\chi_N$ has energy $\alpha+0.5\beta$. The carbons are coupled to each other, and

$$\langle\chi_C|H|\chi_C\rangle=\frac12(\alpha+\alpha+\beta+\beta)=\alpha+\beta.$$

The coupling between the two combinations contains the two C–N bonds:

$$\langle\chi_N|H|\chi_C\rangle=\frac12(\beta+\beta)=\beta.$$

The C–C coupling has thus pushed the carbon pair below the nitrogen pair, although a single carbon site lies above a single nitrogen site. When two levels mix, the upper mixture contains more of the higher one. The LUMO is the upper mixture, so it leans towards nitrogen. Variation 1 puts this argument into a formula and shows when it reverses.

The signs of the coefficients add information about the bonds. They are $0.5573$ on nitrogen and $-0.4352$ on carbon. The LUMO is therefore antibonding across each C–N bond and bonding across C–C. With the orbitals held fixed, an added electron changes the pi bond order by $c_1c_2=-0.24$ in each C–N bond and by $c_2c_3=+0.19$ in the C–C bond. In this model, reduction weakens the outer bonds and strengthens the central one.

### What the density measures

The density is also an energy response. Let the site energy $\alpha_1$ of N1 alone change, and write $E=\mathbf c^{T}H\mathbf c$ for the real, normalized LUMO vector. Differentiation gives

$$\frac{dE}{d\alpha_1}
=\mathbf c^{T}\frac{dH}{d\alpha_1}\mathbf c
+2E\,\mathbf c^{T}\frac{d\mathbf c}{d\alpha_1}.$$

The second term used $H\mathbf c=E\mathbf c$. It vanishes because $\mathbf c^{T}\mathbf c=1$ stays constant. In the first term, the only element of $H$ that changes is $H_{11}$, at unit rate. Therefore

$$\frac{dE}{d\alpha_1}=c_1^2=p_N.$$

As a test, $h$ was changed by $\pm0.0001$ on N1 while N4 stayed at 0.5. The LUMO energy then changed by $0.310634$ of the change in the site energy, in agreement with $p_N$. A substituent that slightly raises the energy of one nitrogen thus raises the LUMO by about 31 percent of that amount, if it changes nothing else. If both nitrogens are shifted equally, the two responses add to about 62 percent.

### What it says about reactivity

A large LUMO density on nitrogen does not prove that a nucleophile attacks there. The total pi charges show why. At $x=1$ the HOMO has $b=(1-\tfrac12)a=a/2$, so $2a^2(1+\tfrac14)=1$, and its densities are 0.4000 on each nitrogen and 0.1000 on each carbon.

The lowest level and the LUMO are the two mixtures of $\chi_N$ and $\chi_C$. Together they contain the whole of $\chi_N$, which places a density of $1/2$ on each nitrogen. The lowest level therefore has $0.5-0.3106=0.1894$ on each nitrogen and, likewise, $0.3106$ on each carbon. With two electrons in each filled level, the pi populations are

$$q_N=2(0.1894+0.4000)\approx1.18,$$

$$q_C=2(0.3106+0.1000)\approx0.82.$$

Each atom supplied one pi electron, so nitrogen has a surplus of 0.18 electron and carbon an equal deficit. The pi charge favours nucleophilic attack at carbon, while the LUMO density favours nitrogen. The two descriptors disagree, and this model does not contain what is needed to weigh them: electron repulsion, the approaching reagent and the change of the orbitals during reaction.

### Comparison with real ligands

Substituted 1,4-diazabutadienes are used as chelating ligands in volatile metal precursors. The lone pairs on nitrogen bind the metal, and the LUMO found here can accept electron density from it. The value $h=0.5$ is a customary Hückel parameter for a nitrogen that gives one pi electron. Equal couplings are the less realistic choice, because in the free ligand the central C–C bond is longer than a C=N bond and its coupling should be weaker. Reducing the C–C coupling alone to $0.8\beta$, a trial value and not a fitted one, lowers the nitrogen share from 0.3106 to 0.2871. Twisting the planar molecule about the central bond weakens this coupling further, until it nearly vanishes at a right angle; beyond that it grows again towards the other planar form. The value of 31 percent therefore belongs to the stated parameters and is not a prediction for a particular ligand.

Other features of a precursor are absent altogether. Bulky groups on nitrogen can block a reagent without changing any number in this calculation. Binding to a metal shifts the nitrogen levels and mixes the LUMO with metal orbitals. With couplings between neighbours only, the model also cannot distinguish the folded form needed for chelation from the extended form. The LUMO density is one electronic descriptor, to be used beside a measure of steric bulk and a calculation of the actual complex.

## Variation 1: other nitrogens and another central bond

**Question.** Let the nitrogen site energy be $\alpha+h\beta$ and the C–C coupling $k\beta$, with $h\ge0$ and $k>0$. Keep both C–N couplings at $\beta$. When does nitrogen hold more of the LUMO than carbon?

**Solution.** In the basis $\chi_N,\chi_C$ the symmetric problem is now

$$\begin{pmatrix}h&1\\1&k\end{pmatrix}
\begin{pmatrix}A\\B\end{pmatrix}
=x\begin{pmatrix}A\\B\end{pmatrix},
\qquad A^2+B^2=1.$$

Set $m=(h+k)/2$, $\delta=(k-h)/2$ and $R=\sqrt{\delta^2+1}$. The roots are $x=m\pm R$, and the upper energy belongs to $x=m-R$.

This level is still the LUMO. The antisymmetric roots are $(h-k)/2\pm R'$ with $R'=\sqrt{m^2+1}$. The higher of these exceeds $m-R$ by $R'+R-k$. This is positive, because $R'>m$ and $R>\delta$, while $m+\delta=k$. The lower one lies below $m-R$ by $k+R'-R$. This is also positive, because $m\ge|\delta|$ makes $R'\ge R$. Two levels therefore lie below the symmetric upper level in energy and one lies above it.

Since $h=m-\delta$, the first row gives $B=-(R-\delta)A$. Using $1=R^2-\delta^2$,

$$1+(R-\delta)^2=2R^2-2R\delta=2R(R-\delta),$$

$$A^2=\frac1{2R(R-\delta)}
=\frac{R+\delta}{2R(R^2-\delta^2)}
=\frac12\left(1+\frac{\delta}{R}\right).$$

Half of $A^2$ sits on each nitrogen, so

$$p_N=\frac14\left[1+\frac{k-h}{\sqrt{(k-h)^2+4}}\right].$$

Nitrogen holds more than carbon when $k>h$, the condition that the carbon pair lies below the nitrogen pair. At $k=h$ each atom holds one quarter, and for $k<h$ carbon holds more. For $h=0.5$, the couplings $k=0.8,\ 0.5,\ 0.3$ give $p_N=0.2871,\ 0.2500,\ 0.2251$.

At fixed $k=1$, the formula also shows what replacing carbon by nitrogen does. Butadiene has $h=0$ and a share of 0.3618 on each end atom. Raising $h$ to 0.5 lowers the share to 0.3106, and $h=1$ lowers it to 0.2500. The greater electronegativity of nitrogen thus reduces the LUMO share of the end atoms; it does not cause their excess over the inner ones.

The limit $k\to0$ needs care. The formula tends to 0.1894 for $h=0.5$, but the model then describes two separate C=N units. Their symmetric and antisymmetric upper levels become degenerate, and there is no longer a unique LUMO.

## Variation 2: neighbouring orbitals that overlap

**Question.** Return to $h=0.5$ and $k=1$, but let neighbouring orbitals have overlap $s=0.25$. How much does the nitrogen share change?

**Solution.** The equation is now $H\mathbf c=ES\mathbf c$. Let $\beta$ denote the reduced coupling $H_{ij}-\alpha S_{ij}$ between neighbours, and keep $E=\alpha+x\beta$. Subtracting $\alpha S\mathbf c$ from both sides and dividing by $\beta$ replaces each neighbour element 1 by $1-sx$. The symmetric equations become

$$(h-x)a+(1-sx)b=0,$$

$$(1-sx)a+[1-(1+s)x]b=0.$$

Their determinant must vanish:

$$(0.5-x)(1-1.25x)-(1-0.25x)^2=0.$$

Expanding and multiplying by 16 gives $19x^2-18x-8=0$. Its negative root is $x=-0.3297$; the other root is positive.

The antisymmetric equations lead in the same way to $11x^2+18x-24=0$. At $x=-0.3297$ the left side is negative, so this value lies between the two antisymmetric roots. It is third in order of energy and again belongs to the LUMO.

The first row gives

$$r=\frac ba=-\frac{0.5+0.3297}{1+0.25\times0.3297}=-0.767.$$

Squared coefficients no longer add to one, so a rule is needed for sharing the overlap density. The Mulliken rule divides it equally between the two atoms, $p_i=c_i\sum_jS_{ij}c_j$. For one nitrogen and one carbon this gives

$$p_N=a^2(1+sr),\qquad p_C=a^2[(1+s)r^2+sr].$$

The two brackets are 0.808 and 0.543. Since $2p_N+2p_C=1$,

$$p_N=\frac{0.808}{2(0.808+0.543)}\approx0.299,$$

and each carbon holds 0.201. Overlap of this size lowers the nitrogen share by about one percentage point, less than the change to $k=0.8$ does. Nitrogen still holds more than carbon. The numerical output below collects the main values from the solution and both variations.

## Numbers as computed

```
Energies are relative to alpha, in units of |beta|
nitrogen parameter h = 0.50 (units of beta)
level 1: x = 1.7808, E - alpha = -1.7808 |beta|
HOMO: x = 1.0000, E - alpha = -1.0000 |beta|
LUMO: x = -0.2808, E - alpha = 0.2808 |beta|
level 4: x = -1.5000, E - alpha = 1.5000 |beta|
HOMO-LUMO gap = 1.2808 |beta|
LUMO ratio b/a (C over N coefficient) = -0.7808
N1: LUMO coefficient = 0.5573, LUMO density = 0.3106, HOMO density = 0.4000
C2: LUMO coefficient = -0.4352, LUMO density = 0.1894, HOMO density = 0.1000
C3: LUMO coefficient = -0.4352, LUMO density = 0.1894, HOMO density = 0.1000
N4: LUMO coefficient = 0.5573, LUMO density = 0.3106, HOMO density = 0.4000
each N, LUMO share = 31.06 percent
both N, LUMO share = 62.13 percent
LUMO energy response to one N site energy = 0.310634
largest error of general density formula = 6.7e-16
LUMO density on each end atom, C-C coupling k = 1:
  h = 0.00: 0.3618
  h = 0.25: 0.3378
  h = 0.50: 0.3106
  h = 0.75: 0.2810
  h = 1.00: 0.2500
  h = 1.50: 0.1894
LUMO density on each N, h = 0.5, varied C-C coupling:
  k = 1.00: 0.3106
  k = 0.80: 0.2871
  k = 0.50: 0.2500
  k = 0.30: 0.2251
neighbour overlap used = 0.25
with overlap: LUMO x = -0.3297
with overlap: LUMO Mulliken share, each N = 0.2991
with overlap: LUMO Mulliken share, each C = 0.2009
```
